# Expansion of the Uehling Shift of Dirac-Coulomb S Levels in Zα: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: first-order Uehling shift of a Dirac-Coulomb nS level,
#   dE = (alpha/pi) lam^4/n^3 * F_n(lam) * m c^2,   lam = Z alpha,
#   F_n = -4/15 + (5 pi/48) lam - (2/15) lam^2 ln(lam^-2) + C_n lam^2 + ...
# with C_1 = (4/15) ln 2 - 1289/1575.  Units hbar = c = m = 1 unless stated.
# w(t) = sqrt(t^2-1)/t^2 (1 + 1/(2 t^2)) is the spectral weight, t >= 1;
# J(s) is the integral of w(t) t^-s; gamma = sqrt(1-lam^2);
# kappa = sqrt(1-E^2); the radial density is x^(2 gamma) e^-x sum q_k x^k dx
# with x = 2 kappa r.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad

mp.mp.dps = 50
alpha = sc.fine_structure


def weight(t):
    return np.sqrt(t * t - 1) / t**2 * (1 + 1 / (2 * t * t))


def spectral_integral(f):
    """Integral of w(t) f(t) over t >= 1, with t = cosh u."""
    def g(u):
        t = np.cosh(u)
        return weight(t) * np.sinh(u) * f(t)
    return quad(g, 0, 40, epsabs=1e-13, epsrel=1e-12, limit=400)[0]


def moment(s):
    return 3 * (s + 2) / (4 * (s + 3)) * mp.beta(mp.mpf(s) / 2, mp.mpf(3) / 2)


def dirac_s_state(n, lam):
    """Series solution of the radial Dirac equations for an nS state."""
    lam = mp.mpf(lam)
    gam = mp.sqrt(1 - lam**2)
    big_n = mp.sqrt((n - 1 + gam)**2 + lam**2)
    energy = (n - 1 + gam) / big_n
    kap = lam / big_n
    a, b = [mp.mpf(1)], [-lam / (1 + gam)]
    for j in range(1, n + 1):
        A = kap * a[-1] + (energy + 1) * b[-1]
        B = kap * b[-1] + (1 - energy) * a[-1]
        det = j * (2 * gam + j)
        a.append((A * (gam + j + 1) + lam * B) / det)
        b.append(((gam + j - 1) * B - lam * A) / det)
    scale = kap**n
    assert abs(a[n]) < 1e-25 * scale and abs(b[n]) < 1e-25 * scale
    a, b = a[:n], b[:n]
    q = []
    for k in range(2 * n - 1):
        d = sum(a[i] * a[k - i] + b[i] * b[k - i]
                for i in range(n) if 0 <= k - i < n)
        q.append(d / (2 * kap)**k)
    norm = sum(qk * mp.gamma(2 * gam + k + 1) for k, qk in enumerate(q))
    return gam, kap, energy, a, b, [qk / norm for qk in q]


def scaled_shift(n, lam):
    """F_n(lam) without expansion; integration variable sin(phi) = 1/t."""
    lam = mp.mpf(lam)
    gam, kap, _, _, _, q = dirac_s_state(n, lam)
    c = [qk * mp.gamma(2 * gam + k) for k, qk in enumerate(q)]

    def integrand(phi):
        s = abs(mp.sin(phi))
        y = kap * s / (1 + kap * s)
        poly = mp.polyval(c[::-1], y)
        return ((1 - s * s) * (1 + s * s / 2) * s**(2 * gam - 1)
                / (1 + kap * s)**(2 * gam) * poly)
    integral = kap**(2 * gam) * mp.quad(integrand, [0, mp.pi / 2])
    return -mp.mpf(4) / 3 * kap * n**3 / lam**3 * integral


# Polarization: Feynman-parameter form against spectral form
for q2 in (0.3, 4.0, 50.0):
    feynman = quad(lambda x: x * (1 - x) * np.log(1 + x * (1 - x) * q2), 0, 1,
                   epsabs=1e-13)[0]
    spectral = q2 / 3 * spectral_integral(lambda t: 1 / (q2 + 4 * t * t))
    assert abs(feynman - spectral) < 1e-9 * feynman

# Moments and the logarithmic moment by quadrature
for s in (1.5, 2, 3, 4):
    assert abs(spectral_integral(lambda t: t**(-float(s))) - moment(s)) < 1e-10
log_moment = mp.mpf(2) / 5 * (mp.mpf(77) / 60 - mp.log(2))
assert abs(spectral_integral(lambda t: np.log(t) / t**2) - log_moment) < 1e-10

# The series put back into the radial Dirac equations
lam_t, r_t = mp.mpf('0.4'), mp.mpf(3)
for n in (1, 2, 3):
    gam, kap, en, a, b, q = dirac_s_state(n, lam_t)

    def large(r):
        return mp.exp(-kap * r) * r**gam * mp.polyval(a[::-1], r)

    def small(r):
        return mp.exp(-kap * r) * r**gam * mp.polyval(b[::-1], r)
    G, S = large(r_t), small(r_t)
    assert abs(mp.diff(large, r_t) - G / r_t - (en + 1 + lam_t / r_t) * S) < 1e-15
    assert abs(mp.diff(small, r_t) + S / r_t + (en - 1 + lam_t / r_t) * G) < 1e-15

# Density coefficients: limits, and corrections of order lam^2 without a log
for n in (1, 2, 3):
    q_a = dirac_s_state(n, mp.mpf('1e-4'))[5]
    q_b = dirac_s_state(n, mp.mpf('1e-5'))[5]
    assert abs(q_b[0] - 0.5) < 1e-8
    if n > 1:
        assert abs(q_b[1] / q_b[0] - (1 - n)) < 1e-7
    for k in range(len(q_a)):
        limit = (100 * q_b[k] - q_a[k]) / 99
        slope_a = (q_a[k] - limit) / mp.mpf('1e-8')
        q_c = dirac_s_state(n, mp.mpf('1e-6'))[5][k]
        slope_c = (q_b[k] - q_c) / (mp.mpf('1e-10') - mp.mpf('1e-12'))
        assert abs(slope_a - slope_c) < 1e-5

# Direct double integration over radius and spectral variable
nodes, wts = np.polynomial.legendre.leggauss(600)
u = 16 * (nodes + 1)
wu = 16 * wts
lo, hi = -25.0, np.log(40.0)
ln_r = lo + (hi - lo) * (nodes + 1) / 2
r = np.exp(ln_r)
wr = (hi - lo) / 2 * wts
profile = np.tanh(u)**2 * (1 + 0.5 / np.cosh(u)**2) * wu
screen = np.exp(-2 * np.outer(r, np.cosh(u))) @ profile
for n, Z in ((1, 50), (2, 50), (3, 80)):
    lam = Z * alpha
    gam, kap, _, _, _, q = dirac_s_state(n, lam)
    x = 2 * float(kap) * r
    dens = 2 * float(kap) * x**(2 * float(gam)) * np.exp(-x) * sum(
        float(qk) * x**k for k, qk in enumerate(q))
    direct = -2 / 3 * n**3 / lam**3 * np.sum(wr * dens * screen)
    assert abs(direct / float(scaled_shift(n, lam)) - 1) < 1e-8

# Compact 1S integral
lam = 0.4
g1 = np.sqrt(1 - lam**2)
compact = -2 / (3 * g1 * lam**2) * spectral_integral(
    lambda t: (lam / (lam + t))**(2 * g1))
assert abs(compact - float(scaled_shift(1, lam))) < 1e-9

# Coefficients extracted from the unexpanded shift
V40 = -mp.mpf(4) / 15
V50 = 5 * mp.pi / 48
V61 = -mp.mpf(2) / 15
C1 = 4 * mp.log(2) / 15 - mp.mpf(1289) / 1575
C1_sum = -mp.mpf(2) / 3 * (moment(2) / 2 + log_moment + 3 * moment(4))
assert abs(C1 - C1_sum) < 1e-30
extracted = {}
for n in (1, 2, 3):
    rows, rhs = [], []
    for j in range(6):
        l = mp.mpf('1e-6') / 3**j
        L = -2 * mp.log(l)
        rows.append([1, l, l**2 * L, l**2, l**3 * L, l**3])
        rhs.append(scaled_shift(n, l))
    sol = mp.lu_solve(mp.matrix(rows), mp.matrix(rhs))
    extracted[n] = [sol[i] for i in range(4)]
    assert abs(sol[0] - V40) < 1e-12
    assert abs(sol[1] - V50) < 1e-9
    assert abs(sol[2] - V61) < 1e-6
assert abs(extracted[1][3] - C1) < 1e-5

# Control: nonrelativistic 1S density (gamma = 1) has no logarithm


def control(l):
    def f(phi):
        s = mp.sin(phi)
        return (1 - s * s) * (1 + s * s / 2) * s / (1 + l * s)**2
    full = -mp.mpf(2) / 3 * mp.quad(f, [0, mp.pi / 2])
    return (full - V40 - V50 * l) / l**2


ctrl = [control(mp.mpf(10)**(-k)) for k in (4, 6)]
rel = [(scaled_shift(1, mp.mpf(10)**(-k)) - V40 - V50 * mp.mpf(10)**(-k))
       * mp.mpf(10)**(2 * k) for k in (4, 6)]
assert abs(ctrl[0] - ctrl[1]) < 1e-3
assert abs(ctrl[1] + 2 * moment(4)) < 1e-5
assert abs((rel[1] - rel[0]) - V61 * 4 * mp.log(10)) < 1e-2


def show(value, digits=8):
    return f"{float(value):.{digits}f}"


print("Moments J(2), J(3), J(4):", *[show(moment(s)) for s in (2, 3, 4)])
print("Integral of w ln(t)/t^2:", show(log_moment))
print("Derived -4/15, 5pi/48, -2/15:", show(V40), show(V50), show(V61))
print("Derived 1S constant C_1:", show(C1))
print("Extracted from unexpanded shift (1, lam, lam^2 log, lam^2):")
for n in (1, 2, 3):
    print(f"  n={n}:", *[show(v, 6) for v in extracted[n]])
print("(F_1 + 4/15 - 5pi/48 lam)/lam^2 at lam = 1e-4, 1e-6:")
print("  Dirac density:", *[show(v, 5) for v in rel])
print("  nonrelativistic density:", *[show(v, 5) for v in ctrl])

mc2_MHz = sc.m_e * sc.c**2 / sc.h / 1e6
unit = alpha / np.pi * alpha**4 * mc2_MHz
L = -2 * np.log(alpha)
print("alpha:", f"{alpha:.10f}", " ln(alpha^-2):", f"{L:.6f}")
print("Hydrogen, infinite nuclear mass, all shifts in MHz:")
print("  prefactor (alpha/pi) alpha^4 mc^2/h:", f"{unit:.5f}")
parts = [V40, V50 * alpha, V61 * alpha**2 * L, C1 * alpha**2]
names = ["-4/15 term", "5pi/48 term", "log term", "C_1 term"]
for name, p in zip(names, parts):
    print(f"  1S {name}: {unit * float(p):.6f}")
F1H = scaled_shift(1, alpha)
F2H = scaled_shift(2, alpha)
print("  1S sum of four terms:", f"{unit * float(sum(parts)):.6f}")
print("  1S unexpanded:", f"{unit * float(F1H):.6f}")
print("  2S unexpanded:", f"{unit * float(F2H) / 8:.6f}")
assert abs(F1H - sum(parts)) < 5 * alpha**3 * L

print("1S, F_1 (dimensionless): unexpanded, then sums of 1, 2, 3, 4 terms")
for Z in (1, 10, 20, 40, 60, 80):
    l = Z * alpha
    Lz = -2 * np.log(l)
    terms = [float(V40), float(V50) * l, float(V61) * l**2 * Lz,
             float(C1) * l**2]
    sums = np.cumsum(terms)
    full = float(scaled_shift(1, l))
    print(f"  Z={Z:2d} lam={l:.5f}: {full:.6f} |",
          *[f"{v:.6f}" for v in sums])

print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 149, in <module>
    assert abs(C1 - C1_sum) < 1e-30
           ^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The closed form for the moment J(s) formed its rational prefactor 3(s+2)/(4(s+3)) from Python integers, so the prefactor was rounded to double precision (about 1e-16). The comparison of the two forms of the 1S constant demands agreement to 1e-30, and failed for that reason alone: by hand, both forms reduce to (4/15)ln 2 − 1289/1575. The argument s is now converted to a 50-digit number before the prefactor is formed. No formula, tested quantity or tolerance is changed.

Diff:

```diff
@@ -29,5 +29,7 @@
 
 def moment(s):
-    return 3 * (s + 2) / (4 * (s + 3)) * mp.beta(mp.mpf(s) / 2, mp.mpf(3) / 2)
+    """Closed form of J(s), in full multiprecision."""
+    s = mp.mpf(s)
+    return 3 * (s + 2) / (4 * (s + 3)) * mp.beta(s / 2, mp.mpf(3) / 2)
 
 
```

After the repair:

```
Moments J(2), J(3), J(4): 0.40000000 0.24543693 0.17142857
Integral of w ln(t)/t^2: 0.23607446
Derived -4/15, 5pi/48, -2/15: -0.26666667 0.32724923 -0.13333333
Derived 1S constant C_1: -0.63357345
Extracted from unexpanded shift (1, lam, lam^2 log, lam^2):
  n=1: -0.266667 0.327249 -0.133333 -0.633573
  n=2: -0.266667 0.327249 -0.133333 -0.825556
  n=3: -0.266667 0.327249 -0.133333 -0.831299
(F_1 + 4/15 - 5pi/48 lam)/lam^2 at lam = 1e-4, 1e-6:
  Dirac density: -3.08932 -4.31770
  nonrelativistic density: -0.34282 -0.34286
alpha: 0.0072973526  ln(alpha^-2): 9.840487
Hydrogen, infinite nuclear mass, all shifts in MHz:
  prefactor (alpha/pi) alpha^4 mc^2/h: 813.86270
  1S -4/15 term: -217.030054
  1S 5pi/48 term: 1.943547
  1S log term: -0.056864
  1S C_1 term: -0.027459
  1S sum of four terms: -215.170829
  1S unexpanded: -215.170186
  2S unexpanded: -26.897303
1S, F_1 (dimensionless): unexpanded, then sums of 1, 2, 3, 4 terms
  Z= 1 lam=0.00730: -0.264381 | -0.266667 -0.264279 -0.264348 -0.264382
  Z=10 lam=0.07297: -0.249449 | -0.266667 -0.242786 -0.246503 -0.249877
  Z=20 lam=0.14595: -0.240914 | -0.266667 -0.218906 -0.229837 -0.243333
  Z=40 lam=0.29189: -0.242087 | -0.266667 -0.171145 -0.199122 -0.253104
  Z=60 lam=0.43784: -0.267463 | -0.266667 -0.123383 -0.165605 -0.287064
  Z=80 lam=0.58379: -0.331025 | -0.266667 -0.075622 -0.124537 -0.340464
finished without a failed check
```
